**Numerical test of ENDOR frequencies and their independence of the sign of A**

The program diagonalizes the Hamiltonian of an electron spin 1/2 and a nuclear spin 1/2 with isotropic hyperfine coupling \(A\), electron Larmor frequency \(\nu_e\) and nuclear Larmor frequency \(\nu_n\). The result under test is that the ENDOR lines lie at \(|\nu_n'\mp A/2|\) for \(m_S\approx\pm1/2\), where \(\nu_n'=\nu_n+(R-\Sigma)/2\), \(\Sigma=\nu_e+\nu_n\) and \(R=\sqrt{\Sigma^2+A^2}\). For 400 random pairs of field and coupling, it asserts that the levels, ENDOR and EPR frequencies, centres, splittings and linear rf strengths agree with the derived formulas. It also asserts that reversing the sign of \(A\) inverts the level diagram and exchanges the manifold labels, while the line frequencies and the linear and circular rf strengths stay the same. For a proton at 0.35 T, the output gives lines at 11.903 and 17.903 MHz for \(A=\pm6\) MHz, and at 24.935 and 55.065 MHz for \(A=\pm80\) MHz. The first pair is centred on \(\nu_n'\), the second on \(|A|/2\).

## Numerical check

```python
"""ENDOR lines of one electron spin S=1/2 and one nuclear spin I=1/2.

Result under test: with H/h = nu_e Sz - nu_n Iz + A S.I, the nuclear
transitions inside the two electron manifolds lie at |nu_eff -+ A/2| for
mS = +-1/2, where nu_eff = nu_n + (R - Sigma)/2, Sigma = nu_e + nu_n and
R = sqrt(Sigma^2 + A^2). To first order in A, nu_eff = nu_n.
The pair of frequencies is the same for A and -A.

nu_e, nu_n : electron and nuclear Larmor frequencies (MHz)
A          : isotropic hyperfine coupling (MHz);  B : field along z (T)
One side of each test comes from diagonalizing the 4x4 matrix.
"""
import numpy as np
from scipy import constants as const

g_e = abs(const.value("electron g factor"))
g_n = const.value("proton g factor")
gamma_e = g_e * const.value("Bohr magneton") / const.h / 1e6     # MHz/T
gamma_n = g_n * const.value("nuclear magneton") / const.h / 1e6  # MHz/T

sx = np.array([[0, 1], [1, 0]], dtype=complex) / 2
sy = np.array([[0, -1j], [1j, 0]], dtype=complex) / 2
sz = np.array([[1, 0], [0, -1]], dtype=complex) / 2
one = np.eye(2)
Sx, Sy, Sz = [np.kron(m, one) for m in (sx, sy, sz)]
Ix, Iy, Iz = [np.kron(one, m) for m in (sx, sy, sz)]
drive_linear = gamma_e * Sx - gamma_n * Ix
drive_circular = gamma_e * (Sx + 1j * Sy) - gamma_n * (Ix + 1j * Iy)


def hamiltonian(A, B):
    return (gamma_e * B * Sz - gamma_n * B * Iz
            + A * (Sx @ Ix + Sy @ Iy + Sz @ Iz))


def diagonalize(A, B):
    """ENDOR lines as rows (frequency, mS, linear and circular rf strength),
    sorted by frequency; the two allowed EPR frequencies; the levels."""
    E, V = np.linalg.eigh(hamiltonian(A, B))
    rows = []
    for low, up in ((0, 1), (2, 3)):
        mS = sum((V[:, k].conj() @ Sz @ V[:, k]).real for k in (low, up)) / 2
        lin = abs(V[:, up].conj() @ drive_linear @ V[:, low])**2
        cir = abs(V[:, up].conj() @ drive_circular @ V[:, low])**2
        rows.append((E[up] - E[low], mS,
                     lin / (gamma_n / 2)**2, cir / gamma_n**2))
    rows = np.array(sorted(rows))
    cross = [(abs(V[:, j].conj() @ Sx @ V[:, i])**2, E[j] - E[i])
             for i in (0, 1) for j in (2, 3)]
    epr = np.sort([f for _, f in sorted(cross)[-2:]])
    return rows, epr, E


def derived(A, B):
    """Derived formulas: Sigma, R, shift of the effective Larmor frequency."""
    Sigma = (gamma_e + gamma_n) * B
    R = np.sqrt(Sigma**2 + A**2)
    return Sigma, R, (R - Sigma) / 2


def boundary(B):
    """|A| at which weak coupling turns into strong coupling."""
    ne, nn = gamma_e * B, gamma_n * B
    return 2 * ne * nn / (ne - nn)


rng = np.random.default_rng(4)
flip = 4 * Sx @ Ix       # rotation by pi about x, up to a phase
count_weak = count_strong = 0
for _ in range(400):
    B = rng.uniform(0.2, 1.2)
    A = rng.choice([-1, 1]) * rng.uniform(0.5, 150)
    ne, nn = gamma_e * B, gamma_n * B
    Sigma, R, shift = derived(A, B)
    nu_eff = nn + shift
    rows, epr, E = diagonalize(A, B)
    freq = rows[:, 0]

    # levels, line positions and manifold of each line
    levels = np.sort([(ne - nn) / 2 + A / 4, -(ne - nn) / 2 + A / 4,
                      -A / 4 + R / 2, -A / 4 - R / 2])
    assert np.allclose(E, levels, rtol=0, atol=1e-8)
    for f, mS, lin, cir in rows:
        sign = np.sign(mS)
        assert abs(f - abs(nu_eff - sign * A / 2)) < 1e-8
        theta = np.arctan(A / Sigma) / 2
        strength = (np.cos(theta) - sign * ne / nn * np.sin(theta))**2
        assert abs(lin - strength) < 1e-6 * (1 + strength)

    # first-order lines are off by no more than the second-order shift
    first = np.sort([abs(nn - A / 2), abs(nn + A / 2)])
    assert np.all(abs(freq - first) <= A**2 / (4 * Sigma) + 1e-8)

    # centre and splitting in the two regimes
    if abs(A) < boundary(B):
        centre, split = nu_eff, abs(A)
        count_weak += 1
    else:
        centre, split = abs(A) / 2, 2 * nu_eff
        count_strong += 1
    assert abs(freq.mean() - centre) < 1e-8
    assert abs(freq[1] - freq[0] - split) < 1e-8

    # EPR frequencies
    epr_formula = np.sort([(ne - nn + A + R) / 2, (ne - nn - A + R) / 2])
    assert np.allclose(epr, epr_formula, rtol=0, atol=1e-8)

    # opposite sign of A: same lines, same strengths, manifolds exchanged
    rows_m, epr_m, E_m = diagonalize(-A, B)
    assert np.allclose(rows_m[:, 0], freq, rtol=0, atol=1e-8)
    assert np.allclose(rows_m[:, 1], -rows[:, 1], rtol=0, atol=1e-8)
    assert np.allclose(rows_m[:, 2:], rows[:, 2:], rtol=1e-6, atol=1e-6)
    assert np.allclose(epr_m, epr, rtol=0, atol=1e-8)
    assert np.allclose(E_m, -E[::-1], rtol=0, atol=1e-8)
    assert rows[1, 2] > rows[0, 2]    # higher line has the larger moment
    turned = flip @ hamiltonian(A, B) @ flip.conj().T
    assert np.allclose(turned, -hamiltonian(-A, B), rtol=0, atol=1e-8)
assert count_weak > 50 and count_strong > 50

B = 0.35
nu_e, nu_n = gamma_e * B, gamma_n * B
A_edge = boundary(B)
for A in (A_edge, -A_edge):           # one line must reach zero frequency
    assert diagonalize(A, B)[0][0, 0] < 1e-8

print(f"electron g factor (magnitude) = {g_e:.6f}")
print(f"proton g factor = {g_n:.6f}")
print(f"field B = {B:.2f} T")
print(f"electron Larmor frequency nu_e = {nu_e:.3f} MHz")
print(f"proton Larmor frequency nu_n = {nu_n:.4f} MHz")
print(f"twice nu_n = {2 * nu_n:.4f} MHz")
print(f"exact weak/strong boundary |A| = {A_edge:.4f} MHz")
for A in (6.0, -6.0, 80.0, -80.0):
    rows, epr, E = diagonalize(A, B)
    f = rows[:, 0]
    Sigma, R, shift = derived(A, B)
    weak = abs(A) < A_edge
    nu_eff = f.mean() if weak else (f[1] - f[0]) / 2
    shift_diag = nu_eff - nu_n
    second = A**2 / (4 * Sigma)
    assert abs(shift_diag - second) <= A**4 / (16 * Sigma**3) + 1e-8
    assert np.allclose(rows[:, 2], (f / nu_n)**2, rtol=0.02)
    first = np.sort([abs(nu_n - A / 2), abs(nu_n + A / 2)])
    print(f"--- A = {A:+.1f} MHz ({'weak' if weak else 'strong'} coupling)")
    print("levels E/h =", ", ".join(f"{e:.3f}" for e in E), "MHz")
    print(f"first-order lines = {first[0]:.4f}, {first[1]:.4f} MHz")
    print(f"exact lines = {f[0]:.4f}, {f[1]:.4f} MHz")
    print(f"exact centre = {f.mean():.4f}, splitting = {f[1]-f[0]:.4f} MHz")
    print(f"shift delta = {shift_diag:.6f}, A^2/(4 Sigma) = {second:.6f} MHz")
    print(f"mean mS of lower, higher line = {rows[0,1]:+.2f}, {rows[1,1]:+.2f}")
    print(f"linear rf strength / bare proton = {rows[0,2]:.3f}, {rows[1,2]:.3f}")
    print(f"(nu/nu_n)^2 = {(f[0]/nu_n)**2:.3f}, {(f[1]/nu_n)**2:.3f}")
    print("circular rf strength (S+, I+ sense) / bare proton = "
          f"{rows[0,3]:.3f}, {rows[1,3]:.3f}")
    print(f"EPR frequencies = {epr[0]:.3f}, {epr[1]:.3f} MHz")

print("all good")
```

Output:

```
electron g factor (magnitude) = 2.002319
proton g factor = 5.585695
field B = 0.35 T
electron Larmor frequency nu_e = 9808.733 MHz
proton Larmor frequency nu_n = 14.9021 MHz
twice nu_n = 29.8042 MHz
exact weak/strong boundary |A| = 29.8496 MHz
--- A = +6.0 MHz (weak coupling)
levels E/h = -4913.318, -4895.415, 4898.415, 4910.318 MHz
first-order lines = 11.9021, 17.9021 MHz
exact lines = 11.9030, 17.9030 MHz
exact centre = 14.9030, splitting = 6.0000 MHz
shift delta = 0.000916, A^2/(4 Sigma) = 0.000916 MHz
mean mS of lower, higher line = +0.50, -0.50
linear rf strength / bare proton = 0.638, 1.442
(nu/nu_n)^2 = 0.638, 1.443
circular rf strength (S+, I+ sense) / bare proton = 0.000, 0.000
EPR frequencies = 9805.734, 9811.734 MHz
--- A = -6.0 MHz (weak coupling)
levels E/h = -4910.318, -4898.415, 4895.415, 4913.318 MHz
first-order lines = 11.9021, 17.9021 MHz
exact lines = 11.9030, 17.9030 MHz
exact centre = 14.9030, splitting = 6.0000 MHz
shift delta = 0.000916, A^2/(4 Sigma) = 0.000916 MHz
mean mS of lower, higher line = -0.50, +0.50
linear rf strength / bare proton = 0.638, 1.442
(nu/nu_n)^2 = 0.638, 1.443
circular rf strength (S+, I+ sense) / bare proton = 0.000, 0.000
EPR frequencies = 9805.734, 9811.734 MHz
--- A = +80.0 MHz (strong coupling)
levels E/h = -4931.980, -4876.915, 4891.980, 4916.915 MHz
first-order lines = 25.0979, 54.9021 MHz
exact lines = 24.9350, 55.0650 MHz
exact centre = 40.0000, splitting = 30.1300 MHz
shift delta = 0.162870, A^2/(4 Sigma) = 0.162872 MHz
mean mS of lower, higher line = +0.50, -0.50
linear rf strength / bare proton = 2.823, 13.543
(nu/nu_n)^2 = 2.800, 13.654
circular rf strength (S+, I+ sense) / bare proton = 2.823, 0.000
EPR frequencies = 9768.896, 9848.896 MHz
--- A = -80.0 MHz (strong coupling)
levels E/h = -4916.915, -4891.980, 4876.915, 4931.980 MHz
first-order lines = 25.0979, 54.9021 MHz
exact lines = 24.9350, 55.0650 MHz
exact centre = 40.0000, splitting = 30.1300 MHz
shift delta = 0.162870, A^2/(4 Sigma) = 0.162872 MHz
mean mS of lower, higher line = -0.50, +0.50
linear rf strength / bare proton = 2.823, 13.543
(nu/nu_n)^2 = 2.800, 13.654
circular rf strength (S+, I+ sense) / bare proton = 2.823, 0.000
EPR frequencies = 9768.896, 9848.896 MHz
all good
```
